# Lateral wavevector and energy of silicon's conduction minima on (111)

## Question

I am trying to understand electron injection from an epitaxial silicide, CoSi₂ for instance, into Si(111). The claim I keep meeting is that an electron in the metal needs a sizeable lateral wavevector to enter the silicon conduction band, and that this corresponds to a lateral kinetic energy of some electronvolts.

I know that silicon has six conduction minima on the cube axes, at about 0.85 of the way from the zone centre to the point X. With a lattice constant of 0.5431 nm this puts them 9.83 nm⁻¹ from the centre. From there I am stuck on three points.

1. How do I get the lateral wavevector on (111), and is it the same for all six minima?
2. Lateral wavevectors at a crystalline interface are defined up to a reciprocal vector. Could I subtract one and end up with a much smaller value?
3. What does the free-electron lateral energy mean? If it is several electronvolts, do I have to add it to the Schottky barrier?

## Answer

### What the interface conserves

Take a flat, ordered interface at which silicon and silicide share the same two-dimensional period. Let $\mathbf R$ be a lattice vector of that common period, lying in the interface. A Bloch state of silicon with wavevector $\mathbf k$ satisfies

$$\psi(\mathbf r+\mathbf R)=e^{i\mathbf k\cdot\mathbf R}\,\psi(\mathbf r).$$

Since $\mathbf R$ has no component along the interface normal, the phase $\mathbf k\cdot\mathbf R$ equals $\mathbf k_\parallel\cdot\mathbf R$, where $\mathbf k_\parallel$ is the in-plane part of $\mathbf k$. The whole structure, interface included, is unchanged by a shift through $\mathbf R$, so elastic transmission cannot mix states with different phases. An electron coming from the metal must therefore carry the same phases as the silicon state it enters.

The phases fix $\mathbf k_\parallel$ up to a surface reciprocal vector $\mathbf G$, defined by $\mathbf G\cdot\mathbf R=2\pi\times$ integer for every $\mathbf R$. Your second point is thus a real one, and it needs the actual surface lattice.

### Projecting the minima

Write the distance of the minima from the zone centre as

$$k_0=x\,\frac{2\pi}{a},\qquad x\approx0.85,$$

with $a$ the cubic lattice constant. The unit normal of the interface is $\mathbf n=(1,1,1)/\sqrt3$. For the minimum on the first axis, $\mathbf k=k_0(1,0,0)$, the normal component is $\mathbf k\cdot\mathbf n=k_0/\sqrt3$. Removing it gives

$$\mathbf k_\parallel=\mathbf k-(\mathbf k\cdot\mathbf n)\,\mathbf n
=k_0(1,0,0)-\frac{k_0}{3}(1,1,1)=\frac{k_0}{3}(2,-1,-1).$$

Its squared length is $k_0^2(4+1+1)/9=2k_0^2/3$, so

$$k_\parallel=\sqrt{\tfrac23}\;x\,\frac{2\pi}{a}.$$

The other minima follow by permuting the three components or reversing the overall sign. Neither operation changes $(\mathbf k\cdot\mathbf n)^2=k_0^2/3$, so all six have the same lateral length. They differ in direction, and the six directions are 60° apart in the interface plane.

With your numbers, $2\pi/a=11.569$ nm⁻¹ and $k_0=0.85\times11.569=9.834$ nm⁻¹, so

$$k_\parallel=0.8165\times9.834\ \text{nm}^{-1}=8.03\ \text{nm}^{-1},$$

or 0.803 Å⁻¹.

### Can a reciprocal vector make it smaller?

The unreconstructed (111) plane of silicon has the primitive lattice vectors

$$\mathbf a_1=\frac a2(1,-1,0),\qquad \mathbf a_2=\frac a2(0,1,-1).$$

The in-plane reciprocal vectors must satisfy $\mathbf b_i\cdot\mathbf a_j=2\pi\delta_{ij}$. They are

$$\mathbf b_1=\frac{2\pi}{a}\,\frac23(2,-1,-1),\qquad
\mathbf b_2=\frac{2\pi}{a}\,\frac23(1,1,-2).$$

For example, $\mathbf b_1\cdot\mathbf a_1=2\pi\cdot\frac23\cdot\frac12(2+1)=2\pi$, while $\mathbf b_1\cdot\mathbf a_2\propto-1+1=0$. Both vectors have the length

$$g=\frac{2\pi}{a}\,\frac23\sqrt6=2\sqrt{\tfrac23}\,\frac{2\pi}{a}.$$

Their scalar product is $(2\pi/a)^2\,\frac49(2-1+2)=\frac43(2\pi/a)^2$. This is half of $g^2=\frac83(2\pi/a)^2$, so they enclose 60° and the surface zone is a regular hexagon. The midpoint M of a zone edge lies at $\mathbf b_1/2$, and its distance from the centre Γ is

$$\Gamma M=\frac g2=\sqrt{\tfrac23}\,\frac{2\pi}{a}=9.446\ \text{nm}^{-1}.$$

Comparing $\mathbf k_\parallel=\frac x3\frac{2\pi}{a}(2,-1,-1)$ with $\mathbf b_1$ gives

$$\mathbf k_\parallel=\frac x2\,\mathbf b_1 .$$

The projected minimum lies on the line from Γ to M, at the fraction $x$ of the way. All its equivalents are $\left(i+\frac x2\right)\mathbf b_1+j\,\mathbf b_2$ with integers $i,j$. Since $\mathbf b_1\cdot\mathbf b_2=g^2/2$, their squared lengths are, after completing the square,

$$g^2\left[\left(i+\frac x2\right)^2+j\left(i+\frac x2\right)+j^2\right]
=g^2\left[\left(i+\frac x2+\frac j2\right)^2+\frac34j^2\right].$$

- For $j\neq0$ the bracket is at least $\frac34$.
- For $j=0$ it is smallest at $i=0$, where it equals $x^2/4$. This is below $\frac14$ because $x<1$.
- The next value for $j=0$ occurs at $i=-1$ and equals $(1-x/2)^2$. It stays below $\frac34$ as long as $x>2-\sqrt3\approx0.27$, which holds here.

So no reciprocal vector shortens $k_\parallel$. The next equivalent has length $(1-x/2)g=(2-x)\,\Gamma M=10.86$ nm⁻¹, which is longer.

### The free-electron lateral energy

Now replace the silicide by a free-electron metal with mass $m_0$. This is a model of the metal and not its real band structure. A state in it is a plane wave $e^{i\mathbf k_\parallel\cdot\boldsymbol\rho}\,e^{ik_nz}$, with $\boldsymbol\rho$ the position in the plane and $z$ the coordinate along the normal. Two in-plane derivatives each bring down a factor $i$ times a component of $\mathbf k_\parallel$, so the in-plane Laplacian gives $-k_\parallel^2$. The lateral part of the kinetic energy operator, $-\frac{\hbar^2}{2m_0}\nabla_\parallel^2$, then has the value

$$E_\parallel=\frac{\hbar^2k_\parallel^2}{2m_0}
=\frac{\hbar^2}{2m_0}\cdot\frac23\,x^2\,\frac{4\pi^2}{a^2}
=\frac{h^2x^2}{3m_0a^2}.$$

The last step uses $4\pi^2\hbar^2=h^2$ and $\frac12\cdot\frac23=\frac13$. With $\hbar^2/(2m_0)=0.03810$ eV nm²,

$$E_\parallel=0.03810\times(8.029)^2\ \text{eV}=2.46\ \text{eV},$$

or $3.9\times10^{-19}$ J. The next equivalent wavevector would cost 4.50 eV, so 2.46 eV is the smallest lateral energy compatible with the phases of a silicon minimum.

### Do you add it to the Schottky barrier?

No. The two energies have different zeros and enter different conditions.

The Schottky barrier is the distance from the Fermi level of the metal to the conduction band edge of silicon at the interface. It limits the total energy: to enter a propagating conduction state without tunnelling, the electron must have at least the energy of the band edge there.

The lateral energy is counted from the bottom of the free-electron band in the metal. It says how a given kinetic energy must be divided between lateral and normal motion. If the total kinetic energy is $E$, then

$$E=E_\parallel+\frac{\hbar^2k_n^2}{2m_0}.$$

A wave that propagates towards the interface needs a real, nonzero $k_n$, hence $E>E_\parallel$. If the band edge of silicon lies more than 2.46 eV above the bottom of the metal band, an electron at that edge already satisfies this, and no further energy has to be supplied. In a metal with a shallower band the lateral condition would raise the threshold, but by less than the missing energy, because silicon states slightly above the band edge can be entered with a smaller lateral wavevector, as shown further below. Where the energy suffices, what the condition selects is a direction. For the shortest lateral wavevector, the angle $\theta$ between wavevector and normal obeys $\sin\theta=k_\parallel/k$, and because energy is proportional to the square of the wavevector,

$$\sin^2\theta=\frac{E_\parallel}{E}.$$

Take a round value of $E=10$ eV. Then $\sin^2\theta=0.246$ and $\theta=29.7°$. In this model an electron arriving along the normal cannot enter a silicon minimum elastically, whereas one arriving at about 30°, in one of the six right azimuths, meets the lateral condition. The next equivalent wavevector, with its lateral energy of 4.50 eV, is also available at this total energy and gives a second possible angle of about 42°. The condition is necessary but does not fix the transmission probability, which also depends on how the wavefunctions match at the interface.

### The same calculation on (001)

The (001) plane shows that it depends on the orientation whether every minimum requires a large lateral wavevector. The two minima on the axis parallel to the normal project to zero. The other four lie in the interface plane and keep their full length $k_0$.

Again one must ask about reciprocal vectors. Those of the unreconstructed (001) plane are $(2\pi/a)(m,n)$ with $m$ and $n$ both even or both odd. Adding one to $(2\pi/a)(x,0)$ gives the squared length $(2\pi/a)^2[(x+m)^2+n^2]$. For $n\neq0$ the bracket is at least 1, which exceeds $x^2$. For $n=0$, $m$ is even, and $m=0$ gives the smallest value because $x<1$. The four minima therefore stay at 9.83 nm⁻¹. On (001) an electron moving along the normal can reach two of the six minima; on (111) it can reach none. This exclusion holds near the band edge only: the higher conduction valley at the point L on the [111] axis has zero lateral wavevector, so an electron along the normal finds silicon conduction states once its energy is roughly 1 eV above the band edge.

### How sharp is the number 2.46 eV?

It belongs to the very bottom of the valley. States slightly higher in energy occupy an ellipsoid around the minimum, and part of that ellipsoid has a smaller lateral wavevector.

Let $\boldsymbol\delta$ be the displacement from the minimum on the first axis. In the parabolic approximation, with the masses $m_l$ and $m_t$ in units of $m_0$, the energy above the minimum is

$$\varepsilon=\frac{\hbar^2}{2m_0}\left(\frac{\delta_x^2}{m_l}+\frac{\delta_y^2+\delta_z^2}{m_t}\right).$$

The displacement that matters is the one along $\mathbf k_\parallel$, whose unit vector is $\mathbf u=(2,-1,-1)/\sqrt6$. Write $m_i$ for the mass on axis $i$. The Cauchy–Schwarz inequality, applied to the products $(\sqrt{m_i}\,u_i)(\delta_i/\sqrt{m_i})$, gives

$$(\mathbf u\cdot\boldsymbol\delta)^2\le\Big(\sum_i m_iu_i^2\Big)\Big(\sum_i\frac{\delta_i^2}{m_i}\Big)
=m_u\,\frac{2m_0\varepsilon}{\hbar^2},\qquad m_u=\frac{2m_l+m_t}{3}.$$

Here $u_x^2=\frac23$ and $u_y^2+u_z^2=\frac13$ were used. Equality holds for $\delta_i\propto m_iu_i$, that is, for $\boldsymbol\delta$ along $\pm(2m_l,-m_t,-m_t)$. This vector has no component along the other in-plane direction $(0,1,-1)$, so at that point the lateral wavevector still points along $\mathbf u$ and its length is just its component along $\mathbf u$. The smallest lateral wavevector at energy $\varepsilon$ is therefore

$$k_{\min}(\varepsilon)=k_\parallel-\frac{\sqrt{2m_um_0\varepsilon}}{\hbar}.$$

With the rough typical masses $m_l=0.92$ and $m_t=0.19$, $m_u=(1.84+0.19)/3=0.677$. At $\varepsilon=0.1$ eV the subtraction is $\sqrt{0.677\times0.1/0.03810}=1.33$ nm⁻¹. This leaves 6.70 nm⁻¹ and a lateral energy of 1.71 eV. A direct search over points of the ellipsoid also gives 6.70 nm⁻¹. An energy of only a tenth of an electronvolt in the silicon valley thus lowers the required lateral energy in the metal by about 0.75 eV. Squaring $k_{\min}$ and multiplying by $\hbar^2/(2m_0)$ shows that the lowering is $2\sqrt{m_u\,\varepsilon E_\parallel}-m_u\varepsilon$. It is much larger than $\varepsilon$ because $E_\parallel$ is much larger than $\varepsilon$.

Temperature also spreads the lateral wavevector, but to both sides of $k_\parallel$. For a non-degenerate electron population the Boltzmann factor $e^{-\varepsilon/k_BT}$ makes each $\delta_i$ Gaussian with variance $m_im_0k_BT/\hbar^2$. The variance along $\mathbf u$ is the sum of these weighted by $u_i^2$, so the rms spread is

$$\sigma=\frac{\sqrt{m_um_0k_BT}}{\hbar}.$$

At 300 K, where $k_BT=0.0259$ eV, this is 0.48 nm⁻¹. One spread below and above $k_\parallel$ corresponds to lateral energies of 2.17 eV and 2.76 eV.

### When the interface has a larger period

The argument about reciprocal vectors assumed the 1×1 period. Suppose that the interface has a 2×2 period instead. Its reciprocal vectors are half as long, and $\mathbf b_1/2$ becomes one of them. Subtracting it gives

$$\frac x2\mathbf b_1-\frac12\mathbf b_1=-(1-x)\frac{\mathbf b_1}{2},$$

whose length is $(1-x)\,\Gamma M=0.15\times9.446=1.42$ nm⁻¹. The lateral energy drops to 0.076 eV. Electrons close to the normal are then no longer excluded by symmetry. How many of them get through depends on the strength of the 2×2 part of the interface potential, which this calculation does not provide.

### Comparison with a real CoSi₂ contact

The inputs $a$, $x$, $m_l$ and $m_t$ are rough typical values for silicon, and none is far from the usual range. CoSi₂ has a cubic lattice constant roughly one percent smaller than that of silicon, and thin films can grow strained to the silicon period, which is the case treated here. The 8.0 nm⁻¹ follows from the silicon band structure and the 1×1 period of the interface, without any model of the metal. Taking $x=0.84$ or $0.86$ moves the energy to 2.40 or 2.51 eV. Warming by 100 K at fixed $x$, with a rough expansion coefficient of $2.6\times10^{-6}$ K⁻¹, lowers it by 0.05 percent of its value.

The 2.5 eV rests on the weaker assumption that the silicide is a free-electron metal. A parabolic band of mass $1.2\,m_0$, a trial value and not a property of CoSi₂, would give $2.46/1.2=2.05$ eV at the same $k_\parallel$. In the real silicide one has to ask whether its band structure contains a state with this lateral wavevector at the energy in question, and a single mass cannot answer that. If there is no such state at the energy of the silicon band edge, elastic injection cannot begin at the Schottky barrier itself. Steps, defects, phonons and the misfit dislocations of a relaxed film break the perfect periodicity, so they can supply lateral momentum and weaken the selection rule.

For your problem, I would therefore use 8.0 nm⁻¹ as the matching condition at the silicon band edge, keeping in mind that it relaxes quickly at higher energy, and treat 2.5 eV as its free-electron translation. The numerical output lists the values used here, including $k_\parallel$ recovered from the Bloch phases along $\mathbf a_1$ and $\mathbf a_2$: it is 8.029 nm⁻¹ for all six minima.

## Table of computed values

```
Lattice constant a: 0.5431 nm
Valley position x: 0.85 (fraction of 2 pi/a)
2 pi/a: 11.569 1/nm
Valley distance k0: 9.834 1/nm
Projection factor sqrt(2/3): 0.8165
Lateral wavevector k_par on (111): 8.029 1/nm
k_par converted: 0.8029 1/angstrom
k_par from Bloch phases, smallest of six: 8.029 1/nm
k_par from Bloch phases, largest of six: 8.029 1/nm
hbar^2/(2 m0): 0.03810 eV nm^2
Lateral kinetic energy E_par: 2.456 eV
E_par converted: 3.935e-19 J
E_par from finite differences: 2.456 eV
Surface zone distance Gamma-M: 9.446 1/nm
Next equivalent wavevector: 10.863 1/nm
Its lateral energy: 4.496 eV
(001): smallest lateral wavevector: 0.000 1/nm
(001): lateral wavevector of other four: 9.834 1/nm
Chosen total kinetic energy in metal: 10.0 eV
Angle from normal in metal: 29.7 degrees
Longitudinal mass m_l: 0.92 m0
Transverse mass m_t: 0.19 m0
Radial lateral mass m_u: 0.677 m0
Chosen energy above valley minimum: 0.10 eV
Smallest lateral wavevector there: 6.70 1/nm
Same from search on ellipsoid: 6.70 1/nm
Its free-electron lateral energy: 1.71 eV
Temperature: 300 K
Thermal energy kT: 0.0259 eV
Thermal rms spread of k_par: 0.48 1/nm
Same from quadrature: 0.48 1/nm
Lateral energy at k_par minus spread: 2.17 eV
Lateral energy at k_par plus spread: 2.76 eV
2x2 interface: smallest lateral wavevector: 1.42 1/nm
2x2 interface: its lateral energy: 0.076 eV
Trial band mass in silicide: 1.2 m0
Lateral energy with trial mass: 2.05 eV
Lateral energy for x = 0.84: 2.399 eV
Lateral energy for x = 0.86: 2.514 eV
Thermal expansion coefficient: 2.6e-06 1/K
Change of E_par for 100 K warming: -0.052 percent
```
